# Localised vibration of a light mass in a monatomic chain

## Result

An infinite chain has masses $m$, except for one mass $M$ at site 0. Neighbours are joined by equal harmonic springs $K$, and the defect does not alter them. The perfect chain has a band of frequencies from zero to $\omega_{\max}$, with $\omega_{\max}^2=4K/m$. If $0<M<m$, the chain has exactly one square-summable vibration, at

$$\omega_{\rm loc}^2=\omega_{\max}^2\,\frac{m^2}{M(2m-M)}=\frac{\omega_{\max}^2}{1-\varepsilon^2},\qquad \varepsilon=\frac{m-M}{m}, \tag{1}$$

with displacements

$$u_n=u_0\,s^{|n|},\qquad s=-\frac{M}{2m-M}. \tag{2}$$

If $M\ge m$ there is no such vibration. An implementation must test $M<m$ before it uses (1): the expression is even in $\varepsilon$, so for $m<M<2m$ it returns a frequency above the band to which no bound mode belongs.

## Equations of motion and the band

Let $u_n$ be the displacement of atom $n$ along the chain and $m_n$ its mass. The two springs at atom $n$ exert the force $K(u_{n+1}-u_n)+K(u_{n-1}-u_n)$. For motion at one frequency, $\ddot u_n=-\omega^2u_n$, so Newton's law becomes

$$m_n\omega^2u_n=K(2u_n-u_{n+1}-u_{n-1}). \tag{3}$$

In the perfect chain a wave $u_n=e^{iqn}$, with $q$ the phase advance per site, gives

$$m\omega_q^2=K(2-e^{iq}-e^{-iq})=2K(1-\cos q)=4K\sin^2(q/2).$$

The maximum, $4K/m$, is reached at $q=\pi$, where neighbours move in antiphase.

A square-summable mode must have real, positive $\omega^2$. To see this, multiply (3) by $u_n^*$ and sum over $n$. Each spring then contributes $|u_n|^2+|u_{n+1}|^2-u_n^*u_{n+1}-u_{n+1}^*u_n$, so

$$\omega^2\sum_n m_n|u_n|^2=K\sum_n|u_n-u_{n+1}|^2. \tag{4}$$

Both sums are real and non-negative. The right side vanishes only for a uniform displacement, which is not square-summable.

## Which solutions decay

For $n\ge1$, equation (3) with $m_n=m$ is a recurrence with constant coefficients. Inserting $u_n=s^n$ and dividing by $s^n$ gives

$$m\omega^2=K\left(2-s-\frac1s\right)=-K\,\frac{(1-s)^2}{s}. \tag{5}$$

The second form follows from $2s-s^2-1=-(1-s)^2$. If $s$ is a root, so is $1/s$. There are three cases.

1. **Inside the band,** $0<\omega<\omega_{\max}$. The roots are $e^{\pm iq}$ and $u_n=\alpha e^{iqn}+\beta e^{-iqn}$. The combination $u_{n+1}-e^{-iq}u_n=2i\alpha\sin q\,e^{iqn}$ has constant modulus, so decay requires $\alpha=0$. Exchanging the two waves gives $\beta=0$.
2. **At the upper edge,** $\omega=\omega_{\max}$. The double root $s=-1$ gives $u_n=(\alpha+\beta n)(-1)^n$, which decays only if it vanishes.
3. **Above the band,** $\omega>\omega_{\max}$. Equation (5) gives $s+1/s=2-m\omega^2/K<-2$. The roots are real and negative, and one of them has $|s|<1$. Decay selects that root.

A bound mode therefore lies above the band. On the right half-chain $u_n=As^n$ with $-1<s<0$. This holds down to $n=0$, because the recurrence at $n=1$ contains $u_0$; hence $A=u_0$. The left half-chain obeys the same recurrence and shares $u_0$, so $u_n=u_0s^{|n|}$ everywhere. If $u_0=0$ the whole chain is at rest, which rules out a bound mode that is odd about the defect.

## The defect equation

At site 0 the two neighbours have equal displacements $su_0$. Equation (3) gives

$$M\omega^2=2K(1-s). \tag{6}$$

The same frequency must satisfy (5). Dividing (6) by (5), which is allowed since $s\neq1$, gives

$$\frac Mm=-\frac{2s}{1-s}.$$

Multiplying out,

$$M-Ms=-2ms\quad\Longrightarrow\quad M=-(2m-M)s. \tag{7}$$

For $M\ne2m$ this has the single solution $s=-M/(2m-M)$. It remains to ask when it decays:

- For $M<m$, $2m-M>M$, so $-1<s<0$ and the mode is bound.
- For $M=m$, $s=-1$: this is the band-edge wave of the perfect chain.
- For $m<M<2m$, $s<-1$ and the displacement grows away from the defect.
- For $M=2m$, equation (7) reads $M=0$ and has no solution.
- For $M>2m$, $s=M/(M-2m)>1$, which again grows.

Existence, uniqueness and the exclusion of heavy defects all follow. For the frequency, use

$$1-s=\frac{2m-M+M}{2m-M}=\frac{2m}{2m-M}$$

in (6):

$$\omega_{\rm loc}^2=\frac{2K}{M}\,\frac{2m}{2m-M}=\frac{4Km}{M(2m-M)}.$$

Replacing $K$ by $m\omega_{\max}^2/4$ gives (1). With $M=m(1-\varepsilon)$ the denominator is $M(2m-M)=m^2(1-\varepsilon)(1+\varepsilon)$, which gives the second form.

## Extent and energy of the mode

Write $|s|=e^{-\kappa}$. With atomic spacing $a$, the amplitude falls by a factor $e$ over the distance $a/\kappa$. Since $|s|=(1-\varepsilon)/(1+\varepsilon)$,

$$\tanh\frac\kappa2=\frac{1-|s|}{1+|s|}=\varepsilon. \tag{8}$$

All atoms oscillate at one frequency, so their kinetic energies are proportional to $m_nu_n^2$. The geometric series over the two half-chains gives

$$\sum_n m_n\frac{u_n^2}{u_0^2}=M+2m\sum_{n=1}^{\infty}s^{2n}=M+\frac{2ms^2}{1-s^2}.$$

From (2),

$$1-s^2=\frac{(2m-M)^2-M^2}{(2m-M)^2}=\frac{4m(m-M)}{(2m-M)^2},$$

so the second term is $M^2/[2(m-M)]$ and the sum is

$$M+\frac{M^2}{2(m-M)}=\frac{M(2m-M)}{2(m-M)}. \tag{9}$$

The defect atom's share of the kinetic energy is $M$ divided by (9):

$$\frac{2(m-M)}{2m-M}=1-|s|. \tag{10}$$

The mode carries no mean heat current in this harmonic model. Its displacements share one phase, so the force in each spring varies as $\cos\omega t$ and each velocity as $\sin\omega t$. The mean power passed from atom to atom is zero.

## Two limits

**Weak defect.** For $\varepsilon\ll1$, equation (1) gives

$$\frac{\omega_{\rm loc}^2}{\omega_{\max}^2}-1=\frac{\varepsilon^2}{1-\varepsilon^2}\approx\varepsilon^2,$$

and (8) gives $\kappa\approx2\varepsilon$. Any lightening binds a mode in the chain, but a weakly bound mode extends over about $1/(2\varepsilon)$ sites on each side. At $\varepsilon=0.1$ the diagonalised ring described below gives $1.0101$ for the left side divided by $\varepsilon^2$, as expected from $1/(1-0.01)$. In code, the middle expression is preferable to subtracting two nearly equal frequencies.

**Very light defect.** For $M\ll m$,

$$\omega_{\rm loc}^2=\frac{2K}{M}\,\frac1{1-M/(2m)}\approx\frac{2K}{M}\left(1+\frac M{2m}\right).$$

The leading term describes an atom held by two springs between fixed neighbours. At $M/m=0.001$ the ring gives $\omega^2M/(2K)=1.0005$, which includes the first correction.

## A second derivation, and three dimensions

The mass change can be treated as a source in the perfect lattice. Let $(Lu)_n$ be the right side of (3). Adding $(m-M)\omega^2u_0$ to both sides of the defect equation gives, for every site,

$$m\omega^2u_n-(Lu)_n=m\varepsilon\omega^2u_0\,\delta_{n0}.$$

With $u_n=\langle U_qe^{iqn}\rangle$, where the brackets average over $-\pi<q<\pi$, this becomes $m(\omega^2-\omega_q^2)U_q=m\varepsilon\omega^2u_0$. Solving for $U_q$, setting $n=0$ and dividing by $u_0$,

$$1=\varepsilon\,\omega^2\left\langle\frac1{\omega^2-\omega_q^2}\right\rangle. \tag{11}$$

Let $\lambda=\omega^2/\omega_{\max}^2>1$. In the chain $\omega_q^2/\omega_{\max}^2=(1-\cos q)/2$, so the average needed is that of $1/(A+B\cos q)$ with $A=\lambda-\tfrac12$ and $B=\tfrac12$. Put $A=C(1+r^2)$ and $B=2Cr$ with $0<r<1$. The series

$$\frac{1-r^2}{1+2r\cos q+r^2}=1+2\sum_{j\ge1}(-r)^j\cos jq$$

averages to 1. Hence

$$\left\langle\frac1{A+B\cos q}\right\rangle=\frac1{C(1-r^2)}=\frac1{\sqrt{A^2-B^2}}=\frac1{\sqrt{\lambda(\lambda-1)}}.$$

Equation (11) becomes $\varepsilon\lambda=\sqrt{\lambda(\lambda-1)}$. This requires $\varepsilon>0$. Squaring and dividing by $\lambda$ gives $\varepsilon^2\lambda=\lambda-1$, which is (1) again.

Condition (11) also holds for a lattice with one atom per cell, in which each atom has one scalar displacement and equal springs to its neighbours, if the average runs over that lattice's band. For a simple cubic lattice,

$$\frac{\omega_{\mathbf q}^2}{\omega_{\max}^2}=\frac{3-\cos q_x-\cos q_y-\cos q_z}{6}.$$

Near the top of the band, at distance $p$ from the corner $(\pi,\pi,\pi)$, this is $1-p^2/12$. As $\lambda\to1$ the integrand behaves as $1/p^2$. The integral $\int dp/p^2$ of the chain diverges at small $p$, whereas $\int p^2\,dp/p^2$ of the cubic lattice is finite. The cubic lattice therefore has a threshold: (11) has a solution only if $\varepsilon$ exceeds $0.3297$. Whether any lighter mass binds a vibration is decided by whether the average in (11) diverges at the top of the band. It diverges in the chain and, logarithmically, in the square lattice, where the integral is $\int p\,dp/p^2$. It also diverges in the scalar face-centred cubic lattice, whose band top is reached along lines rather than at a point. It is finite in the simple cubic lattice. The chain's statement must therefore not be carried over to a crystal without examining that crystal's band top.

## Numerical verification

The formulas were tested on a closed ring of 400 atoms, whose dynamical matrix was diagonalised directly. Its highest eigenvalue compares with (1) as follows.

| $M/m$ | $\omega^2/\omega_{\max}^2$, ring | $\omega^2/\omega_{\max}^2$, formula |
|---|---|---|
| 0.1000 | 5.263158 | 5.263158 |
| 0.3929 | 1.583838 | 1.583838 |
| 0.7000 | 1.098901 | 1.098901 |
| 0.9000 | 1.010101 | 1.010101 |

In each row one eigenvalue lies above the band, and its eigenvector has the amplitude ratio (2) and the energy share (10). A ring represents the infinite chain here because it is long compared with the decay length, which is about five sites in the last row. A solver for the symmetric matrix with elements $L_{ij}/\sqrt{m_im_j}$ returns $\sqrt{m_n}\,u_n$. These components must be divided by $\sqrt{m_n}$ before their ratio is compared with $s$.

For $M/m=1.5$ and $3$ the highest ring value is $0.999985$, just inside the band, while (1) misused at $M/m=1.5$ would give $1.3333$. The small deficit is a finite-size effect. On a ring of $N$ atoms, with $N$ even, the modes even about the defect have the form $u_n=(-1)^n\cos[\delta(N/2-n)]$ for $0\le n\le N$. Equation (3) at site 0, combined with $m\omega^2=2K(1+\cos\delta)$, gives

$$\tan\frac{N\delta}2=\left(\frac Mm-1\right)\cot\frac\delta2.$$

For a heavy defect and large $N$ the smallest root approaches $\delta=\pi/N$. Then $\omega^2/\omega_{\max}^2=\cos^2(\delta/2)\approx1-(\pi/2N)^2$, which is $0.999985$ for $N=400$.

The largest energy share of any one atom in any mode is $0.0075$ for $M/m=1.5$ and $0.0149$ for $M/m=3$. A long wave with its antinode at the defect has mean square displacement $u_0^2/2$ and gives the defect the share $2M/(mN)$, or $0.0075$ and $0.015$. No mode is localised.

## Worked example: boron in silicon

Take $m=28$ u, $M=11$ u, a band top of $15.5$ THz and a spacing of $0.235$ nm. These are rough values for boron in silicon. The highest vibration of silicon also has neighbouring atoms in antiphase, which motivates the comparison, but the chain is not a calculation of the crystal.

The mass defect is $\varepsilon=17/28=0.607$. The spring constant that places the band top correctly is $K=m\omega_{\max}^2/4=110$ N/m. From (1),

$$\frac{\omega_{\rm loc}^2}{\omega_{\max}^2}=\frac{28^2}{11\times45}=1.584,\qquad \frac{\omega_{\rm loc}}{\omega_{\max}}=1.2585.$$

The local mode lies at $15.5\times1.2585=19.5$ THz, equal to 651 cm$^{-1}$ or 80.7 meV.

The amplitude ratio is $s=-11/45=-0.244$. The nearest neighbours move oppositely to the defect with a quarter of its amplitude, and the second neighbours have $s^2=0.06$ of it. With $\kappa=1.409$ the decay length is $0.235/1.409=0.167$ nm, less than one spacing. The defect atom holds $34/45=76\,\%$ of the kinetic energy.

Between fixed neighbours the same atom would vibrate at $17.5$ THz. By (6), the opposing motion of the neighbours multiplies the restoring force by $1-s=1.244$, and hence the frequency by $\sqrt{1.244}=1.115$.

## What the chain neglects

Each change below is relative to the chain's local frequency, with $m$ and $M$ held fixed. The host's band top is also held fixed, except in the estimate of anharmonicity, where it shifts as well.

**Dimension.** The scalar cubic lattice gives $18.35$ THz, a change of $-5.9\,\%$. Its band top is $12K_c/m$, so its springs are $K_c=K/3$. The defect's six springs then have the total stiffness $6K_c=2K$, as in the chain, and the frequency between fixed neighbours is the same. The difference comes from the motion of the surrounding atoms. The threshold corresponds to $M=18.8$ u; only lighter defects bind, and an 11 u defect is well on the bound side. The size and sign of this change belong to the simple cubic lattice, not to three dimensions as such. A scalar face-centred cubic lattice has band top $16K_f/m$, so $K_f=K/4$ and the twelve springs at the defect total $3K$. Its frequency between fixed neighbours, $17.5\sqrt{3/2}=21.4$ THz, already lies above the chain's value.

**Springs at the defect.** Changing both adjoining springs by $-10\,\%$ or $+10\,\%$ shifts the frequency by $-4.8\,\%$ or $+4.6\,\%$.

**Second neighbours.** Additional springs of $0.1K$ between second neighbours raise the frequency by $3.0\,\%$. They leave the frequency at $q=\pi$ unchanged, because second neighbours move in phase there, and this point remains the band top as long as the added springs do not exceed $K/4$. In the local mode their displacements differ, so these springs are stretched.

**Anharmonicity.** Let each bond have the Morse energy $V=D(1-e^{-br})^2$, where $r$ is its extension. Expanding,

$$V=Db^2r^2-Db^3r^3+\tfrac7{12}Db^4r^4+\dots,\qquad K=2Db^2,$$

$$\frac{V''}{K}=1-3br+\tfrac72b^2r^2+\dots$$

A chain free of tension has $\langle V'\rangle=0$, which to leading order gives $\langle r\rangle=\tfrac32b\langle r^2\rangle$. With $y=b^2\langle r^2\rangle$, expansion changes the stiffness by the fraction $-\tfrac92y$ and the quartic term by $+\tfrac72y$. If all springs change by the same fraction, the local frequency and the band top both change by half that fraction.

For a rough depth $D=2.3$ eV, $b=12.2$ nm$^{-1}$. At 300 K the bond at the defect has an rms extension of $0.0072$ nm, including zero-point motion, so $y=0.0079$. If this value of $y$ is used for every spring, the two frequency changes are $-1.8\,\%$ and $+1.4\,\%$. The cubic term also acts in second order through the coupling of vibrations. That contribution is of the same order in $y$ and is omitted. The two computed contributions are each of the order of a percent, but without the omitted one the estimate gives neither the size nor the sign of the total shift.

**Comparison with the real crystal.** Boron in silicon has a local vibration at roughly 620 cm$^{-1}$, about $5\,\%$ below the chain's value. Unlike the chain, real silicon is three-dimensional, with vector displacements and bond-bending forces, and the forces around the boron atom are altered. In the estimates above, going to a scalar cubic lattice moves the model frequency by about $6\,\%$, and an assumed change of $10\,\%$ in the springs at the defect moves it by about $5\,\%$. The nearness of the two frequencies therefore does not confirm the chain as a description of silicon. Shifts of this size suggest treating (1) as uncertain by roughly ten percent in this example. For $0<\varepsilon<0.3297$, that is for defects between $18.8$ and $28$ u, (1) predicts a local mode that the scalar simple cubic lattice does not have.

The numerical output below lists these values, with $\omega$ printed as w.

## Table of computed values

```
Light defect: M/m, w^2/wmax^2 from ring, from formula
  0.1000  5.263158  5.263158
  0.3929  1.583838  1.583838
  0.7000  1.098901  1.098901
  0.9000  1.010101  1.010101
Weak defect, eps = 0.1: (w^2/wmax^2 - 1)/eps^2 = 1.0101
Very light defect, M/m = 0.001: w^2 M/(2K) = 1.00050
Heavy defect: M/m, highest w^2/wmax^2, largest one-site energy share
  1.5  0.999985  0.0075
  3.0  0.999985  0.0149
Formula misused at M/m = 1.5: w^2/wmax^2 = 1.3333
Host mass m = 28 u, defect mass M = 11 u
Mass defect eps = 0.6071
Top of band = 15.5 THz = 517 cm^-1
Spring constant K = 110.2 N/m
w_loc^2/wmax^2 = 1.5838, w_loc/wmax = 1.2585
Local mode = 19.51 THz = 651 cm^-1 = 80.7 meV
Same atom between fixed neighbours = 17.49 THz
Amplitude ratio s = -0.2444, s^2 = 0.0598
kappa = 1.4088, spacing a = 0.235 nm, decay length a/kappa = 0.167 nm
Kinetic energy share of defect atom = 0.7556
Neglected effects, for the example's numbers:
  Cubic lattice: local mode = 18.35 THz, change -5.9 %
  Cubic lattice: threshold eps = 0.3297, largest binding M = 18.8 u
  Defect springs -10 %: frequency change -4.8 %
  Defect springs +10 %: frequency change +4.6 %
  Second-neighbour springs 10 % of K: frequency change +3.0 %
  Bond depth D = 2.3 eV, Morse b = 12.2 nm^-1, T = 300 K
  rms stretch of bond at defect = 0.0072 nm, y = 0.0079
  Thermal expansion: frequency change -1.8 %
  Quartic stiffening: frequency change +1.4 %
```
